# Choosing the Ring Criterion and Search Limit for Periodic Silica Networks: a program that tests the result

```python
"""Primitive rings of a periodic silica network.

Result under test: a cycle of n Si atoms is primitive (no path joins two of its
vertices more briefly than both arcs) exactly when all antipodal pairs have
graph distance floor(n/2). All such rings are found by joining shortest paths
from each root; a count of all simple cycles also contains composite cycles.

A network is a list: net[i] holds (j, T), meaning that atom i in cell 0 is
linked to atom j in cell T. A vertex is (atom, Tx, Ty, Tz).
Ring size n counts Si atoms. Lengths are in angstrom.
"""
from collections import Counter
from itertools import combinations, product
import random
import numpy as np
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import dijkstra

SI_O = 1.6
CUTOFF = 2.0
SEARCH_MAX = 12
NAIVE_MAX = 10
SWITCHES = 24
SEED = 7


def cristobalite(repeat):
    """Find Si-O bonds from coordinates, then link Si atoms sharing an O."""
    unit = SI_O / np.sqrt(3.0)          # one eighth of the cubic lattice length
    width = 8 * repeat
    si, oxygen = [], []
    for cell in product(range(repeat), repeat=3):
        for site in ((0, 0, 0), (0, 4, 4), (4, 0, 4), (4, 4, 0)):
            base = 8 * np.array(cell) + np.array(site)
            si.extend([base % width, (base + 2) % width])
            for half in ((1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)):
                oxygen.append((base + np.array(half)) % width)
    si = np.array(si) * unit
    length = width * unit
    net = [[] for _ in si]
    for position in np.array(oxygen) * unit:
        delta = si - position
        shift = -np.rint(delta / length).astype(int)
        near = np.flatnonzero(np.linalg.norm(delta + shift * length, axis=1) < CUTOFF)
        assert len(near) == 2
        i, j = map(int, near)
        label = tuple(int(t) for t in shift[j] - shift[i])
        net[i].append((j, label))
        net[j].append((i, tuple(-t for t in label)))
    return net, length, len(oxygen)


def neighbours(net, v):
    j, x, y, z = v
    return [(k, x + a, y + b, z + c) for k, (a, b, c) in net[j]]


def check_network(net):
    for i, links in enumerate(net):
        assert len(links) == 4 and len(set(links)) == 4
        for j, label in links:
            assert j != i and max(map(abs, label)) <= 1
            assert (i, tuple(-t for t in label)) in net[j]


def disorder(net, wanted, rng):
    """Replace links a-b, c-d of a chain a-b-c-d by a-c, b-d."""
    done = 0
    for _ in range(100000):
        if done == wanted:
            break
        b = rng.randrange(len(net))
        c, tc = rng.choice(net[b])
        a, ta = rng.choice(net[b])
        d, td = rng.choice(net[c])
        if len({a, b, c, d}) < 4:
            continue
        ac = tuple(p - q for p, q in zip(tc, ta))
        bd = tuple(p + q for p, q in zip(tc, td))
        if max(map(abs, ac + bd)) > 1 or (c, ac) in net[a] or (d, bd) in net[b]:
            continue
        for i, j, label in ((b, a, ta), (c, d, td)):
            net[i].remove((j, label))
            net[j].remove((i, tuple(-t for t in label)))
        for i, j, label in ((a, c, ac), (b, d, bd)):
            net[i].append((j, label))
            net[j].append((i, tuple(-t for t in label)))
        done += 1
    assert done == wanted


def distance(table, u, v, beyond):
    relative = (v[0], v[1] - u[1], v[2] - u[2], v[3] - u[3])
    return table[u[0]].get(relative, beyond)


def breadth_first(net, depth):
    tables = []
    for i in range(len(net)):
        start = (i, 0, 0, 0)
        level, front = {start: 0}, [start]
        for k in range(1, depth + 1):
            following = []
            for v in front:
                for w in neighbours(net, v):
                    if w not in level:
                        level[w] = k
                        following.append(w)
            front = following
        tables.append(level)
    return tables


def shortest_path_rings(net, nmax):
    """Return primitive rings through each root, and counts of candidates."""
    table = breadth_first(net, nmax // 2)
    found, candidates = [], Counter()
    for root, level in enumerate(table):
        start = (root, 0, 0, 0)
        paths = {start: [(start,)]}
        for v, k in level.items():
            if k > 0:
                paths[v] = [p + (v,) for u in neighbours(net, v)
                            if level.get(u, -9) == k - 1 for p in paths[u]]
        rings = []

        def consider(ring):
            n = len(ring)
            h = n // 2
            candidates[n] += 1
            if all(distance(table, ring[i], ring[(i + h) % n], 99) == h
                   for i in range(n)):
                rings.append(ring)

        for v, k in level.items():
            if k >= 2 and 2 * k <= nmax:
                for p, q in combinations(paths[v], 2):
                    if p[1] != q[1] and set(p[1:-1]).isdisjoint(q[1:-1]):
                        consider(p + q[-2:0:-1])
            if k >= 1 and 2 * k + 1 <= nmax:
                for w in neighbours(net, v):
                    if v < w and level.get(w, -9) == k:
                        for p, q in product(paths[v], paths[w]):
                            if set(p[1:]).isdisjoint(q[1:]):
                                consider(p + q[:0:-1])
        found.append(rings)
    return found, candidates


def per_cell(incidences):
    """Each ring class is seen n times when all atoms of one cell are roots."""
    result = {}
    for n, number in sorted(incidences.items()):
        assert number % n == 0
        result[n] = number // n
    return result


def ring_counts(found):
    return per_cell(Counter(len(r) for rings in found for r in rings))


def patch_distances(net, reach):
    """Exact distances up to reach, from an explicit finite block of cells."""
    cells = list(product(range(-reach, reach + 1), repeat=3))
    place = {cell: m for m, cell in enumerate(cells)}
    size = len(net)
    rows, columns = [], []
    for cell, m in place.items():
        for i, links in enumerate(net):
            for j, label in links:
                other = place.get(tuple(p + q for p, q in zip(cell, label)))
                if other is not None:
                    rows.append(m * size + i)
                    columns.append(other * size + j)
    total = len(cells) * size
    graph = csr_matrix((np.ones(len(rows)), (rows, columns)), shape=(total, total))
    centre = place[(0, 0, 0)] * size
    lengths = dijkstra(graph, indices=np.arange(centre, centre + size),
                       unweighted=True, limit=reach)
    tables = []
    for row in lengths:
        tables.append({(int(m % size),) + cells[m // size]: int(row[m])
                       for m in np.flatnonzero(np.isfinite(row))})
    return tables


def all_cycles(net, table, root, nmax):
    """Enumerate every simple cycle through a root, one orientation each."""
    start = (root, 0, 0, 0)
    path = [start]

    def extend():
        for w in neighbours(net, path[-1]):
            if w == start:
                if len(path) >= 3 and path[1] < path[-1]:
                    yield tuple(path)
            elif (len(path) < nmax and w not in path and
                  table[root].get(w, nmax // 2) <= nmax - len(path)):
                path.append(w)
                yield from extend()
                path.pop()
    yield from extend()


def briefest_shortcut(ring, table):
    best = None
    n = len(ring)
    for i, j in combinations(range(n), 2):
        d = distance(table, ring[i], ring[j], NAIVE_MAX // 2)
        if d < min(j - i, n - j + i) and (best is None or d < best[0]):
            best = (d, i, j)
    return best


def split_cycle(net, ring, shortcut, table):
    """Construct and verify the two shorter cycles made by a shortcut."""
    d, i, j = shortcut
    interior, here = [], ring[j]
    for remaining in range(d - 1, 0, -1):
        here = next(w for w in neighbours(net, here)
                    if distance(table, ring[i], w, 99) == remaining)
        interior.append(here)
    parts = (ring[i:j + 1] + tuple(interior),
             ring[j:] + ring[:i + 1] + tuple(interior[::-1]))
    for part in parts:
        assert len(set(part)) == len(part) and 3 <= len(part) < len(ring)
        for k, v in enumerate(part):
            assert part[(k + 1) % len(part)] in neighbours(net, v)
    return interior, parts


def naive_analysis(net):
    table = patch_distances(net, NAIVE_MAX // 2 - 1)
    total, shortcuts, primitive, example = Counter(), Counter(), [], None
    for root in range(len(net)):
        kept = []
        for ring in all_cycles(net, table, root, NAIVE_MAX):
            n = len(ring)
            total[n] += 1
            shortcut = briefest_shortcut(ring, table)
            if shortcut is None:
                kept.append(ring)
            else:
                shortcuts[n, shortcut[0]] += 1
                interior, parts = split_cycle(net, ring, shortcut, table)
                if example is None and n == 8 and shortcut[0] > 1:
                    example = (ring, shortcut, interior, parts)
        primitive.append(kept)
    for (n, d), number in shortcuts.items():
        assert number % n == 0
    return per_cell(total), {key: m // key[0] for key, m in shortcuts.items()}, \
        primitive, example


def with_oxygen(net):
    full = [[] for _ in net]
    for i, links in enumerate(net):
        for j, label in links:
            if i < j:
                o = len(full)
                full.append([(i, (0, 0, 0)), (j, label)])
                full[i].append((o, (0, 0, 0)))
                full[j].append((o, tuple(-t for t in label)))
    return full


def same_rings(first, second, nmax):
    for a, b in zip(first, second):
        left = [frozenset(r) for r in a if len(r) <= nmax]
        right = [frozenset(r) for r in b if len(r) <= nmax]
        assert len(left) == len(set(left)) and len(right) == len(set(right))
        assert set(left) == set(right)


def show(v):
    return f"{v[0]}({v[1]},{v[2]},{v[3]})"


# Ordered network: analytic result, cell-size independence, false winding rings.
small, small_length, small_oxygen = cristobalite(1)
check_network(small)
small_found, small_candidates = shortest_path_rings(small, SEARCH_MAX)
small_rings = ring_counts(small_found)
assert small_rings == {6: 2 * len(small)}
small_total, small_shortcuts, small_checked, _ = naive_analysis(small)
same_rings(small_found, small_checked, NAIVE_MAX)

unlabelled = [[(j, (0, 0, 0)) for j, _ in links] for links in small]
false_rings = ring_counts(shortest_path_rings(unlabelled, 8)[0])
# Four atoms on each sublattice are all mutually linked after folding.
assert false_rings == {4: 36}

net, box_length, oxygen_count = cristobalite(2)
check_network(net)
large_rings = ring_counts(shortest_path_rings(net, 8)[0])
assert large_rings == {6: 2 * len(net)}

# Disordered network: search against complete enumeration.
disorder(net, SWITCHES, random.Random(SEED))
check_network(net)
found, candidates = shortest_path_rings(net, SEARCH_MAX)
rings = ring_counts(found)
total, shortcuts, checked, example = naive_analysis(net)
same_rings(found, checked, NAIVE_MAX)
composite = {n: sum(m for (size, _), m in shortcuts.items() if size == n)
             for n in range(3, NAIVE_MAX + 1)}
for n in range(3, NAIVE_MAX + 1):
    assert total.get(n, 0) == rings.get(n, 0) + composite[n]
assert sum(composite.values()) > 0 and example is not None
accepted = Counter(len(r) for group in found for r in group)
assert sum(candidates.values()) > sum(accepted.values())

# Explicit oxygen atoms double the cycle length but do not change the rings.
full = with_oxygen(net)
assert len(full) == len(net) + oxygen_count
full_rings = ring_counts(shortest_path_rings(full, 16)[0])
assert full_rings == {2 * n: m for n, m in rings.items() if n <= 8}

print(f"Si-O length {SI_O:.1f} angstrom; bond cutoff {CUTOFF:.1f} angstrom")
print(f"ordered small cell: {len(small)} Si, {small_oxygen} O, "
      f"edge {small_length:.3f} angstrom")
print(f"ordered primitive rings per cell, n<={SEARCH_MAX}: {small_rings}")
print(f"ordered primitive six-rings per Si: {small_rings[6] / len(small):.2f}")
print(f"ordered all simple cycles per cell, n<={NAIVE_MAX}: {small_total}")
print("ordered composite cycles per cell by (size, shortest shortcut):")
print("  ", dict(sorted(small_shortcuts.items())))
print(f"false rings per small cell without cell labels, n<=8: {false_rings}")
print(f"ordered large cell, primitive rings n<=8: {large_rings}")
print(f"disordered cell: {len(net)} Si, {oxygen_count} O, {SWITCHES} switches, "
      f"seed {SEED}")
print(f"starting edge of disordered cell: {box_length:.3f} angstrom")
print("disordered network, counts per cell (size n in Si atoms):")
print("  n   all cycles   primitive   composite   primitive per Si")
for n in range(3, SEARCH_MAX + 1):
    p = rings.get(n, 0)
    if n <= NAIVE_MAX:
        print(f" {n:2d} {total.get(n, 0):10d} {p:11d} {composite[n]:11d}"
              f" {p / len(net):15.4f}")
    else:
        print(f" {n:2d} not enumerated {p:7d} not enumerated {p / len(net):12.4f}")
all_number = sum(total.values())
composite_number = sum(composite.values())
primitive_number = all_number - composite_number
print(f"sum for n<={NAIVE_MAX}: all {all_number}, primitive {primitive_number}, "
      f"composite {composite_number}")
print(f"composite share of all cycles: {100 * composite_number / all_number:.1f} %")
print(f"all cycles per Si {all_number / len(net):.3f}; "
      f"primitive per Si {primitive_number / len(net):.3f}")
print("composite cycles per cell by length d of shortest shortcut (in links):")
for n in range(3, NAIVE_MAX + 1):
    if composite[n]:
        print(f"  n={n}: " + ", ".join(
            f"d={d}: {shortcuts.get((n, d), 0)}" for d in range(1, NAIVE_MAX // 2)))
print("root-ring pairs before and after the antipodal test:")
for n in range(3, SEARCH_MAX + 1):
    print(f"  n={n}: candidates {candidates[n]}, accepted {accepted[n]}")
ring, (d, i, j), interior, parts = example
print("example composite eight-cycle, atom(cell):")
print("  " + " ".join(show(v) for v in ring))
print(f"  shortcut ends {show(ring[i])} and {show(ring[j])}")
print("  shortcut interior " + " ".join(show(v) for v in interior))
print(f"  arcs {j - i} and {len(ring) - j + i} links, shortcut {d} links")
print(f"  sizes after splitting: {len(parts[0])} and {len(parts[1])}")
print(f"Si-O graph, primitive cycles by number of atoms, <=16: {full_rings}")
print("finished without a failed check")
```

Printed output:

```
Si-O length 1.6 angstrom; bond cutoff 2.0 angstrom
ordered small cell: 8 Si, 16 O, edge 7.390 angstrom
ordered primitive rings per cell, n<=12: {6: 16}
ordered primitive six-rings per Si: 2.00
ordered all simple cycles per cell, n<=10: {6: 16, 8: 24, 10: 192}
ordered composite cycles per cell by (size, shortest shortcut):
   {(8, 2): 24, (10, 1): 144, (10, 2): 48}
false rings per small cell without cell labels, n<=8: {4: 36}
ordered large cell, primitive rings n<=8: {6: 128}
disordered cell: 64 Si, 128 O, 24 switches, seed 7
starting edge of disordered cell: 14.780 angstrom
disordered network, counts per cell (size n in Si atoms):
  n   all cycles   primitive   composite   primitive per Si
  3          1           1           0          0.0156
  4          4           4           0          0.0625
  5         16          16           0          0.2500
  6         40          36           4          0.5625
  7         63          40          23          0.6250
  8        109          27          82          0.4219
  9        264          21         243          0.3281
 10        515           3         512          0.0469
 11 not enumerated       1 not enumerated       0.0156
 12 not enumerated       1 not enumerated       0.0156
sum for n<=10: all 1012, primitive 148, composite 864
composite share of all cycles: 85.4 %
all cycles per Si 15.812; primitive per Si 2.312
composite cycles per cell by length d of shortest shortcut (in links):
  n=6: d=1: 1, d=2: 3, d=3: 0, d=4: 0
  n=7: d=1: 10, d=2: 13, d=3: 0, d=4: 0
  n=8: d=1: 26, d=2: 48, d=3: 8, d=4: 0
  n=9: d=1: 102, d=2: 100, d=3: 41, d=4: 0
  n=10: d=1: 232, d=2: 209, d=3: 59, d=4: 12
root-ring pairs before and after the antipodal test:
  n=3: candidates 3, accepted 3
  n=4: candidates 16, accepted 16
  n=5: candidates 80, accepted 80
  n=6: candidates 230, accepted 216
  n=7: candidates 367, accepted 280
  n=8: candidates 534, accepted 216
  n=9: candidates 1076, accepted 189
  n=10: candidates 1406, accepted 30
  n=11: candidates 2491, accepted 11
  n=12: candidates 2676, accepted 12
example composite eight-cycle, atom(cell):
  0(0,0,0) 1(0,0,0) 4(0,0,0) 23(0,-1,0) 22(0,-1,0) 17(0,-1,0) 18(0,-1,0) 55(-1,-1,0)
  shortcut ends 4(0,0,0) and 17(0,-1,0)
  shortcut interior 53(-1,-1,0)
  arcs 3 and 5 links, shortcut 2 links
  sizes after splitting: 5 and 7
Si-O graph, primitive cycles by number of atoms, <=16: {6: 1, 8: 4, 10: 16, 12: 36, 14: 40, 16: 27}
finished without a failed check
```
